# Effective reflecting plane and lateral beam displacement of a multilayer mask mirror

**Q.** A mask mirror for extreme ultraviolet light is a stack of many weakly reflecting layers. People speak of "the plane where it reflects". There is no such plane: every interface sends back some light. What could the phrase mean?

**A.** It needs an observable. Let us send in a beam of finite width and ask where it leaves the surface. If it comes out displaced from its point of entry, we can ask which single mirror would displace it equally.

Take vacuum at \(z<0\) and plane layers at \(z>0\), unlimited in \(x\) and \(y\). The light has one angular frequency \(\omega\), time factor \(e^{-i\omega t}\), and its electric field points along \(y\) (s polarization), so a scalar \(E\) suffices. With \(k=\omega/c\) and angle of incidence \(\theta\),

\[
k_x=k\sin\theta,\qquad k_z=k\cos\theta=\sqrt{k^2-k_x^2}.
\]

The incident wave \(e^{ik_xx+ik_zz}\) produces the reflected wave \(r\,e^{ik_xx-ik_zz}\). Write \(r=|r|e^{i\varphi}\) and \(R=|r|^2\). The phase \(\varphi\) refers to the surface \(z=0\).

**Q.** A reflection coefficient belongs to an infinite plane wave, which has no position. How do you get a displacement from it?

**A.** By superposing plane waves. Let the incident field on the surface be \(\int A(k_x)e^{ik_xx}dk_x\), with \(A\) real and concentrated around a central value \(k_c\). A real \(A\) puts the beam's waist on the surface and its centre at \(x=0\). Each component is multiplied by its own \(r\), so the reflected surface field is

\[
E_r(x)=\int B(k_x)e^{ik_xx}dk_x,\qquad B=A\,|r|\,e^{i\varphi}.
\]

I define the beam's position as the centroid of \(|E_r|^2\). Since \(x\,e^{ik_xx}=-i\,\partial e^{ik_xx}/\partial k_x\), integration by parts gives \(xE_r=\int iB'e^{ik_xx}dk_x\); the boundary terms vanish because \(A\) does. A prime on \(A\), \(B\), \(r\), \(R\) or \(\varphi\) means \(d/dk_x\) at fixed frequency. Parseval's theorem then gives

\[
x_c=\frac{\int x|E_r|^2dx}{\int|E_r|^2dx}
=\frac{\int iB^*B'\,dk_x}{\int|B|^2dk_x}.
\]

Now \(B^*B'=\tfrac12(A^2R)'+iA^2R\,\varphi'\). The first term is a total derivative and integrates to zero. The factor \(i\cdot i=-1\) leaves

\[
x_c=-\frac{\int A^2R\,\varphi'\,dk_x}{\int A^2R\,dk_x}.
\]

The centroid is minus the average phase slope, weighted by the reflected spectrum. If \(\varphi'\) hardly varies across the spectrum, it can be taken at \(k_c\):

\[
D=-\varphi'(k_c)=-\frac{1}{k\cos\theta}\frac{d\varphi}{d\theta},
\]

where the second form uses \(dk_x=k\cos\theta\,d\theta\).

**Q.** That is a displacement along the surface. Where does a depth come in?

**A.** Compare with an ideal mirror at depth \(d\) in vacuum, with constant reflection coefficient \(\rho\). At the mirror the reflected wave equals \(\rho\) times the incident one: \(r\,e^{-ik_zd}=\rho\,e^{ik_zd}\). Hence \(r=\rho\,e^{2ik_zd}\), and since \(dk_z/dk_x=-k_x/k_z\),

\[
\varphi'=2d\,\frac{dk_z}{dk_x}=-2d\tan\theta,
\qquad D=2d\tan\theta .
\]

This is the path of a ray going down and back up. For the stack, define \(z_{\rm eff}\) as the depth of the ideal mirror with the same \(D\):

\[
z_{\rm eff}=\frac{D}{2\tan\theta}
=-\frac{1}{2k\sin\theta}\frac{d\varphi}{d\theta}.
\]

Geometrically, continue the incident axis \(x=z\tan\theta\) and the reflected axis \(x=D-z\tan\theta\) below the surface as if there were vacuum. They meet at \(z=D/(2\tan\theta)=z_{\rm eff}\). The perpendicular distance between the reflected axis and the one from a surface mirror is \(D\cos\theta\).

**Q.** At normal incidence you divide zero by zero.

**A.** The limit is finite. By mirror symmetry \(r\) depends on \(k_x^2\), so near \(k_x=0\) we have \(\varphi'\approx\varphi''(0)k_x\). Then \(D\approx-\varphi''(0)k_x\), and with \(\tan\theta=k_x/k_z\),

\[
z_{\rm eff}=\frac{Dk_z}{2k_x}\;\to\;-\frac{k}{2}\,\varphi''(0).
\]

The displacement disappears but the depth does not.

**Q.** So far you have renamed a derivative. What inside the stack sets the depth?

**A.** The wave equation answers that. Put \(u=k_x^2\) and let \(\varepsilon(z)\) be the complex permittivity relative to vacuum. For unit incident amplitude the field obeys

\[
\partial_z^2E+(k^2\varepsilon-u)E=0 .
\]

Differentiate with respect to \(u\) at fixed \(k\), writing \(F=\partial E/\partial u\):

\[
\partial_z^2F+(k^2\varepsilon-u)F=E .
\]

Multiply the second equation by \(E\), the first by \(F\), and subtract. The terms in \(k^2\varepsilon-u\) cancel:

\[
\partial_z\left(E\,\partial_zF-F\,\partial_zE\right)=E^2 .
\]

For s polarization in non-magnetic layers \(E\) and \(\partial_zE\) are continuous at every interface, hence so are \(F\) and \(\partial_zF\), and we may integrate through the whole stack. Let the substrate absorb, so that \(E\) and \(F\) vanish at large depth. Then

\[
I\equiv\int_0^\infty E^2dz=-\left(E\,\partial_zF-F\,\partial_zE\right)_{z=0}.
\]

The surface values follow from \(E=e^{ik_zz}+r\,e^{-ik_zz}\) and \(\partial k_z/\partial u=-1/(2k_z)\). With \(r_u=\partial r/\partial u\),

\[
E=1+r,\qquad \partial_zE=ik_z(1-r),\qquad F=r_u,
\]
\[
\partial_zF=-\frac{i}{2k_z}(1-r)-ik_zr_u .
\]

Inserting them,

\[
E\,\partial_zF-F\,\partial_zE
=-\frac{i(1-r^2)}{2k_z}-ik_z(1+r)r_u-ik_z(1-r)r_u .
\]

The last two terms add to \(-2ik_zr_u\), so

\[
I=2ik_zr_u+\frac{i(1-r^2)}{2k_z},
\qquad
r_u=\frac{I}{2ik_z}-\frac{1-r^2}{4k_z^2}.
\]

The phase slope is \(\varphi'=2k_x\,\mathrm{Im}(r_u/r)\), because \(du=2k_xdk_x\). Therefore \(z_{\rm eff}=-k_z\varphi'/(2k_x)=-k_z\,\mathrm{Im}(r_u/r)\). Using \(-\mathrm{Im}[I/(2ir)]=\tfrac12\mathrm{Re}(I/r)\),

\[
z_{\rm eff}=\frac12\,\mathrm{Re}\left[\frac1r\int_0^\infty E^2dz\right]
+\frac{1}{4k_z}\,\mathrm{Im}\left(\frac1r-r\right).
\]

The depth is thus set by the field that enters the stack, plus a surface term that depends only on \(r\) and \(k_z\).

**Q.** Check it on something I can do by hand.

**A.** Take a perfect mirror at depth \(d\) with \(\rho=-1\), so \(r=-e^{2ik_zd}\). The field vanishes at the mirror for every \(u\), so \(E=F=0\) there and the integral may stop at \(d\). In front of it \(E=2i\,e^{ik_zd}\sin[k_z(z-d)]\), and \(E^2/r=4\sin^2[k_z(z-d)]\). The integral part is

\[
2\int_0^d\sin^2[k_z(z-d)]\,dz=d-\frac{\sin 2k_zd}{2k_z}.
\]

In the surface part \(1/r-r=2i\sin2k_zd\), which contributes \(+\sin(2k_zd)/(2k_z)\). The sum is \(d\), as it must be.

**Q.** Then \(z_{\rm eff}\) is the penetration depth of the intensity.

**A.** Not in general: the integrand is \(E^2\), not \(|E|^2\), and with absorption the phase of \(E\) varies through the stack. In one limit, however, \(E^2/r\) becomes \(|E|^2\). Suppose there is no absorption and the stack is thick enough to reflect everything, so \(r=e^{i\varphi}\) and the field decays inside. Then

\[
E(0)=2e^{i\varphi/2}\cos\frac{\varphi}{2},\qquad
\partial_zE(0)=2k_ze^{i\varphi/2}\sin\frac{\varphi}{2}.
\]

Both are real numbers times \(e^{i\varphi/2}\). The wave equation is now real, so \(E\) keeps that form at all depths and \(E^2/r=|E|^2\). Also \(\mathrm{Im}(1/r-r)=-2\sin\varphi\), giving

\[
z_{\rm eff}=\frac12\int_0^\infty|E|^2dz-\frac{\sin\varphi}{2k_z}.
\]

Even here it is half an integrated intensity with a surface correction, and the factor by which the intensity has fallen at that depth is not universal. For a totally reflecting half-space with \(E\propto e^{-\kappa z}\) the formula gives \(z_{\rm eff}=1/\kappa\), where the intensity has fallen by \(e^2\). For a thick stack of weakly reflecting layers the intensity averaged over a period is roughly \(2e^{-z/L}\), so \(z_{\rm eff}\) is close to the decay length \(L\). The model mirror below, made thick and without absorption, has \(z_{\rm eff}=48.3\) nm and \(L=44.8\) nm at \(6^\circ\). The integral is positive, and the correction is at most \(1/(2k_z)\) in size. The effective plane is therefore certain to lie below the surface if the integral term, \(\tfrac12\int_0^\infty|E|^2dz\), exceeds \(1/(2k_z)\). Otherwise, and whenever there is absorption, the formula alone does not fix the sign, and one has to calculate it.

**Q.** Calculate one, then.

**A.** Take a model mirror with round parameters: wavelength 13.5 nm, \(\theta=6^\circ\), and 40 periods, each with a 4.2 nm layer of refractive index \(1.00+0.002i\) above a 2.8 nm layer of index \(0.92+0.006i\). The substrate has the index of the upper layer. Roughness, interdiffusion and any absorber pattern are left out. The vacuum wave number is \(k=0.465421\ \mathrm{nm^{-1}}\), and the reflectance at \(6^\circ\) is 0.739.

Relative to \(6.0^\circ\), the phase changes by \(+0.007995\) rad at \(5.9^\circ\) and by \(-0.008129\) rad at \(6.1^\circ\). The interval of \(0.2^\circ\) is 0.0034907 rad, so

\[
\frac{d\varphi}{d\theta}\approx\frac{-0.008129-0.007995}{0.0034907}=-4.619,
\]
\[
z_{\rm eff}=\frac{4.619}{2(0.465421\ \mathrm{nm^{-1}})(0.104528)}=47.5\ \mathrm{nm}.
\]

The displacement is

\[
D=2(47.475\ \mathrm{nm})(0.105104)=9.98\ \mathrm{nm}.
\]

The field formula, evaluated from the fields inside the layers, gives 47.152 nm from the integral and 0.323 nm from the surface term. Their sum, 47.475 nm, agrees with the phase slope. The stack is 280 nm thick, so the effective plane lies in its upper part.

**Q.** Would more layers push the plane down?

**A.** At first. For 10, 20, 40 and 80 periods the depth at \(6^\circ\) is 31.5, 43.4, 47.5 and 47.7 nm. Doubling the stack from 40 to 80 periods adds only about 0.2 nm. The field formula gives the reason: added layers matter through the field that reaches them, and at \(6^\circ\) little does: \(|E|^2\) at the bottom of 40 periods is about 0.005 of the incident value. At \(12^\circ\) the field decays more slowly, and the same doubling adds 3.5 nm.

**Q.** Your \(D\) assumed a constant phase slope. A real beam has a spread of angles. How large is the error?

**A.** Take a Gaussian beam whose intensity on the surface has rms width \(\sigma\), so its amplitude is proportional to \(e^{-x^2/(4\sigma^2)}\). Put \(q=k_x-k_c\). The Fourier transform gives \(A\propto e^{-\sigma^2q^2}\), hence \(A^2\propto e^{-q^2/(2s^2)}\) with \(s^2=1/(4\sigma^2)\). Averages over \(A^2\) are \(\langle q\rangle=0\) and \(\langle q^2\rangle=s^2\). Expanding \(R\) and \(\varphi'\) about \(k_c\),

\[
\langle R\varphi'\rangle=R\varphi'+s^2\left(\tfrac12R''\varphi'+R'\varphi''+\tfrac12R\varphi'''\right)+O(s^4),
\]
\[
\langle R\rangle=R+\tfrac12s^2R''+O(s^4),
\]

with all quantities on the right taken at \(k_c\). In the ratio the \(R''\) terms cancel:

\[
x_c=D-s^2\left[\tfrac12\varphi'''+\varphi''(\ln R)'\right]+O(s^4).
\]

Thus \(D\) is the leading term for a narrow spectrum. In the example \(\varphi''=-208.1\ \mathrm{nm^2}\), \(\varphi'''=-944.2\ \mathrm{nm^3}\) (the coarser finite difference in the output below gives \(-945.7\)) and \((\ln R)'=0.745\) nm. For \(\sigma=200\) nm, \(s^2=6.25\times10^{-6}\ \mathrm{nm^{-2}}\), and the correction is

\[
(6.25\times10^{-6})(472.1+155.1)\ \mathrm{nm}=0.0039\ \mathrm{nm}.
\]

A beam built in real space and reflected component by component has its centroid at 9.9836 nm, which is 0.0039 nm beyond \(D\). At \(\sigma=50\) nm the centroid is at 10.049 nm, still within 1% of \(D\).

**Q.** You found \((\ln R)'\neq0\). Then one side of the spectrum is reflected better than the other. Doesn't the beam also change direction?

**A.** It does, slightly. The reflected spectrum has mean offset

\[
\frac{\langle qR\rangle}{\langle R\rangle}=s^2\frac{R'}{R}+O(s^4)=s^2(\ln R)'+O(s^4).
\]

At height \(H\) above the surface, \(z=-H\), each reflected component has gained the phase \(k_zH\). By the centroid formula this moves the beam by \(-H\) times the mean of \(dk_z/dk_x\), that is, by \(H\) times the mean of \(k_x/k_z\). The derivative of this ratio is

\[
\frac{d}{dk_x}\frac{k_x}{k_z}=\frac1{k_z}+\frac{k_x^2}{k_z^3}=\frac{k^2}{k_z^3}.
\]

Relative to an ideal mirror, which leaves the spectrum's weights unchanged, the extra displacement is therefore

\[
\Delta x=H\,s^2(\ln R)'\,\frac{k^2}{k_z^3}+O(s^4).
\]

For \(\sigma=200\) nm and \(H=2000\) nm it is 0.0203 nm; the directly propagated beams give 0.0202 nm. The construction with two axes at equal angles neglects this tilt. Because \(\Delta x\) grows with \(H\), the displacement \(D\) should be read on the surface.

**Q.** May I then throw the stack away and put a mirror at \(z_{\rm eff}\)?

**A.** For one beam with a narrow spectrum around the chosen angle, yes, to a good approximation and apart from a constant complex factor. The definition fixes the slope of \(\varphi\), not its value, so that factor must be supplied separately.

To measure the quality of the replacement, take the normalized overlap of the two reflected fields, whose magnitude is 1 if they differ by a constant factor. First compare the stack with a mirror at the surface. Expand \(\ln r=\ln r_c+aq+\tfrac12bq^2+\dots\), where \(r_c=r(k_c)\) and \(a=\tfrac12(\ln R)'+i\varphi'\). To order \(s^2\),

\[
\frac{|\langle r\rangle|}{|r_c|}=1+\tfrac12s^2\,\mathrm{Re}(a^2+b),
\]
\[
\frac{\sqrt{\langle R\rangle}}{|r_c|}=1+s^2\left[(\mathrm{Re}\,a)^2+\tfrac12\mathrm{Re}\,b\right].
\]

The overlap is the ratio of the two. The terms in \(b\) cancel, and \(\mathrm{Re}\,a^2=(\mathrm{Re}\,a)^2-(\mathrm{Im}\,a)^2\), so the deficit is

\[
1-\frac{|\langle r\rangle|}{\sqrt{\langle R\rangle}}=\tfrac12s^2|a|^2
=\tfrac12s^2\left[D^2+\tfrac14\big((\ln R)'\big)^2\right].
\]

A mirror at \(z_{\rm eff}\) has the same phase slope as the stack and removes the \(D^2\) term. What remains at this order comes from the slope of the reflectance. For \(\sigma=200\) nm the measured deficit falls from \(3.1\times10^{-4}\) to \(4.3\times10^{-7}\). Both are small because the beam is much wider than 10 nm; the ratio shows what the choice of depth achieves.

**Q.** A mask pattern diffracts light into other angles. Does the same mirror serve them all?

**A.** Only approximately. The depth is 48.5 nm at \(0^\circ\), 48.0 nm at \(3^\circ\), 47.5 nm at \(6^\circ\), 49.4 nm at \(9^\circ\) and 61.5 nm at \(12^\circ\). If the mirror found at \(6^\circ\) is kept, with its phase matched there, the stack's phase differs from the mirror's by \(0.09^\circ\) at normal incidence, \(-0.23^\circ\) at \(9^\circ\) and \(-3.6^\circ\) at \(12^\circ\). Whether that is tolerable depends on the orders present and the phase accuracy needed. The sharp rise at \(12^\circ\) may mark the approach to the edge of the stack's reflection band; I offer that as a conjecture, since these numbers do not establish it. The mirror's constant \(|\rho|\) also ignores the change of reflectance with angle. All these depths are for s polarization. For p polarization the phase slope of the same stack gives 49.0 nm at \(6^\circ\), 54.2 nm at \(9^\circ\) and 75.9 nm at \(12^\circ\), so one plane does not serve both polarizations equally well.

**Q.** When does the whole idea break down?

**A.** When \(\ln r\) cannot be expanded across the beam's spectrum. The clearest case is a zero of \(r\) at some \(k_0\), where \(r\approx C(k_x-k_0)\) and \((\ln r)'\approx1/(k_x-k_0)\). The expansion then requires \(s\ll|k_c-k_0|\). For a wider spectrum, the reflected beam may be strongly distorted. It is then no longer a displaced copy of the incident beam, even if \(D\) happens to lie close to its centroid. The weighted-average formula for \(x_c\) still gives the centroid, but a centroid alone does not make an effective plane.

The numerical output below lists the values for the model mirror.

## Computed results

```
wavelength: 13.5 nm
vacuum wave number k: 0.465421 1/nm
angle of incidence: 6.0 deg
kx: 0.048650 1/nm
kz: 0.462872 1/nm
upper layer of a period: 4.2 nm, index 1.000+0.002j
lower layer of a period: 2.8 nm, index 0.920+0.006j
number of periods: 40
stack thickness: 280.0 nm
reflectance at 6 deg: 0.7387
phase at 6 deg: -2.84124 rad
phase change from 6.0 to 5.9 deg: 0.007995 rad
phase change from 6.0 to 6.1 deg: -0.008129 rad
d(phase)/d(angle): -4.6193 rad per rad
effective depth from phase slope: 47.475 nm
field formula, integral part: 47.152 nm
field formula, surface part: 0.323 nm
field formula, sum: 47.475 nm
displacement D along surface: 9.9796 nm
distance between parallel axes: 9.9250 nm
beam centroid, rms width 50 nm: 10.04893 nm
beam centroid, rms width 100 nm: 9.99570 nm
beam centroid, rms width 200 nm: 9.98357 nm
beam centroid, rms width 400 nm: 9.98061 nm
slope of ln R with kx: 0.7451 nm
second derivative of phase: -208.11 nm^2
third derivative of phase: -945.7 nm^3
correction at 200 nm, measured: 0.003944 nm
correction at 200 nm, predicted: 0.003924 nm
height for tilt test: 2000 nm
tilt displacement, measured: 0.020208 nm
tilt displacement, predicted: 0.020343 nm
overlap deficit, mirror at surface: 3.122e-04
overlap deficit, surface, predicted: 3.117e-04
overlap deficit, mirror at z_eff: 4.283e-07
effective depth at 6 deg, 10 periods: 31.518 nm
effective depth at 6 deg, 20 periods: 43.400 nm
effective depth at 6 deg, 40 periods: 47.475 nm
effective depth at 6 deg, 80 periods: 47.716 nm
at 0 deg: depth 48.456 nm, phase error of 6-deg mirror 0.091 deg
at 3 deg: depth 48.008 nm, phase error of 6-deg mirror 0.037 deg
at 9 deg: depth 49.364 nm, phase error of 6-deg mirror -0.230 deg
at 12 deg: depth 61.453 nm, phase error of 6-deg mirror -3.591 deg
```
